# Comment on reading a selector-free crossbar with a large on-off ratio: verification in Python

```python
# Result under test: in a selector-free 2x2 crossbar with floating unselected
# lines, a stored 0 surrounded by three stored 1s gives the sensor current
#     I = V/R_H + V/(3 R_L),
# so a large ratio k = R_H/R_L does not remove the sneak current.
# V: read voltage; R_L, R_H: low and high cell resistance (stored 1 and 0);
# V0: voltage scale of a nonlinear cell; N: number of rows and of columns.
# Currents are found from Kirchhoff's current law on the whole network.
import itertools
import numpy as np
from scipy.optimize import brentq

V, R_L, k_ex, V0 = 0.3, 1.0e4, 1000.0, 0.03
R_H = k_ex * R_L


def read_array(R, row=0, col=0, grounded=False):
    """Return sensor current, driver current and all line voltages."""
    R = np.asarray(R, float)
    n, m = R.shape
    L = np.zeros((n + m, n + m))
    for i in range(n):
        for j in range(m):
            g = 1.0 / R[i, j]
            a, b = i, n + j
            L[a, a] += g
            L[b, b] += g
            L[a, b] -= g
            L[b, a] -= g
    v = np.zeros(n + m)
    v[row] = V
    if not grounded:
        free = [q for q in range(n + m) if q not in (row, n + col)]
        v[free] = np.linalg.solve(L[np.ix_(free, free)], -L[free, row] * V)
    injected = L @ v
    return -injected[n + col], injected[row], v


def background(N, selected, others):
    R = np.full((N, N), float(others))
    R[0, 0] = selected
    return R


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * max(abs(a), abs(b))


# Isolated cells and the threshold at their geometric mean
I1, I0 = V / R_L, V / R_H
I_t = np.sqrt(I1 * I0)
I_mid = 0.5 * (I1 + I0)

# Parallel-path formula on unequal resistances, then the bad pattern
R_test = np.array([[3.0e4, 1.1e4], [2.7e4, 7.0e3]])
I_test = read_array(R_test)[0]
assert close(I_test, V / 3.0e4 + V / (1.1e4 + 7.0e3 + 2.7e4))
I_bad, _, v_bad = read_array(background(2, R_H, R_L))
assert close(I_bad, V / R_H + V / (3 * R_L))
row2, col2 = v_bad[1], v_bad[3]
assert close(col2, 2 * V / 3) and close(row2, V / 3)
I_sneak = row2 / R_L
assert I_bad > I_t and I_bad < I_mid

# The bad pattern is misread for every k; smallest margin 1/12 at k = 4
k_scan = np.concatenate([np.logspace(0.01, 7, 400), [4.0]])
margin = np.array([read_array(background(2, k * R_L, R_L))[0] * R_L / V
                   - 1 / np.sqrt(k) for k in k_scan])
assert np.all(margin > 0)
assert close(margin.min(), 1 / 12, 1e-8)
assert abs(k_scan[margin.argmin()] - 4) < 1e-6


def wrong_reads(k):
    """Count misread cells over all stored patterns and all four cells."""
    threshold = V / (R_L * np.sqrt(k))
    wrong = []
    for bits in itertools.product((0, 1), repeat=4):
        B = np.array(bits).reshape(2, 2)
        R = np.where(B == 1, R_L, k * R_L)
        for i, j in itertools.product(range(2), repeat=2):
            if int(read_array(R, i, j)[0] > threshold) != B[i, j]:
                wrong.append((int(B.sum()), int(B[i, j])))
    return wrong


for k in (4.0, 10.0, k_ex, 1e6):
    w = wrong_reads(k)
    assert len(w) == 4 and all(item == (3, 0) for item in w)
n_wrong = len(wrong_reads(k_ex))

# What a larger on-off ratio buys at fixed R_L
table_k = []
for k in (10.0, 100.0, 1e3, 1e6):
    zero_max = read_array(background(2, k * R_L, R_L))[0]
    one_min = read_array(background(2, R_L, k * R_L))[0]
    one_same = read_array(background(2, R_L, R_L))[0]
    worst, same = one_min / zero_max, one_same / zero_max
    assert close(worst, (3 * k + 1) / (k + 3))
    assert close(same, 4 * k / (k + 3))
    table_k.append((k, zero_max, worst, same))

# Larger arrays: sneak resistance and the sign of the current overlap
table_N = []
for N in range(2, 8):
    S = (N - 1) ** 2 / (2 * N - 1)
    for k in (2.0, 10.0, k_ex, 1e6):
        zero_max = read_array(background(N, k * R_L, R_L))[0]
        one_min = read_array(background(N, R_L, k * R_L))[0]
        gap = (zero_max - one_min) * R_L / V
        assert abs(gap - (S - 1) * (1 - 1 / k)) < 1e-8
        assert (gap > 0) == (N >= 4)
        if k == k_ex and N <= 5:
            table_N.append((N, zero_max, one_min))

# Uniform backgrounds are the extremes among all 3x3 backgrounds
for selected in (R_L, R_H):
    currents = []
    for bits in itertools.product((R_L, R_H), repeat=8):
        currents.append(read_array(np.array((selected,) + bits).reshape(3, 3))[0])
    assert close(max(currents), read_array(background(3, selected, R_L))[0])
    assert close(min(currents), read_array(background(3, selected, R_H))[0])

# Grounding the unselected lines: right sensor current, extra driver current
I_gr, I_drv, _ = read_array(background(2, R_H, R_L), grounded=True)
assert close(I_gr, V / R_H) and close(I_drv, V / R_H + V / R_L)


# Nonlinear cells: solve current balance at both floating lines
def cell(R, drop):
    return V / R * np.sinh(drop / V0) / np.sinh(V / V0)


def read_nonlinear(R11, R12, R21, R22):
    def column_voltage(r):
        return brentq(lambda c: cell(R12, V - c) - cell(R22, c - r),
                      0.0, V, xtol=1e-15)

    def row_balance(r):
        return cell(R22, column_voltage(r) - r) - cell(R21, r)

    r = brentq(row_balance, 0.0, V, xtol=1e-15)
    return cell(R11, V) + cell(R21, r), cell(R21, r)


I_nl, I_nl_sneak = read_nonlinear(R_H, R_L, R_L, R_L)
assert close(I_nl_sneak, I1 * np.sinh(V / (3 * V0)) / np.sinh(V / V0), 1e-7)
nl_wrong = 0
for cells in itertools.product((R_L, R_H), repeat=4):
    nl_wrong += (read_nonlinear(*cells)[0] > I_t) != (cells[0] == R_L)
assert nl_wrong == 0

uA = 1e6
print(f"Read voltage V = {V:.3f} V")
print(f"Low resistance R_L = {R_L/1e3:.1f} kOhm")
print(f"High resistance R_H = {R_H/1e3:.1f} kOhm")
print(f"On-off ratio k = {k_ex:.0f}")
print(f"Isolated stored 1 current = {I1*uA:.4f} uA")
print(f"Isolated stored 0 current = {I0*uA:.4f} uA")
print(f"Geometric-mean threshold = {I_t*uA:.4f} uA")
print(f"Arithmetic-midpoint threshold = {I_mid*uA:.4f} uA")
print("2x2 array, selected 0, three neighbours 1, floating lines:")
print(f"  floating column voltage = {col2:.4f} V")
print(f"  floating row voltage = {row2:.4f} V")
print(f"  cell 22 voltage, row minus column = {row2-col2:.4f} V")
print(f"  sneak current = {I_sneak*uA:.4f} uA")
print(f"  sensor current = {I_bad*uA:.4f} uA")
print(f"  sneak current / true 0 current = {I_sneak/I0:.2f}")
print(f"  sensor current / geometric threshold = {I_bad/I_t:.3f}")
print(f"Smallest misread margin (units V/R_L) = {margin.min():.5f}")
print(f"  found at k = {k_scan[margin.argmin()]:.3f}")
print(f"Wrong reads among 64 (geometric threshold) = {n_wrong}")
print("Scan of k at fixed R_L, 2x2 array:")
for k, z, worst, same in table_k:
    print(f"  k = {k:.0f}: 0-current {z*uA:.5f} uA, worst ratio {worst:.4f},"
          f" same-neighbour ratio {same:.4f}")
print(f"N x N array at k = {k_ex:.0f}, worst-case currents:")
for N, z, o in table_N:
    print(f"  N = {N}: largest 0 {z*uA:.4f} uA, smallest 1 {o*uA:.4f} uA")
print("Unselected lines grounded, same 2x2 pattern:")
print(f"  sensor current = {I_gr*uA:.4f} uA")
print(f"  row driver current = {I_drv*uA:.4f} uA")
print(f"Nonlinear cells, V0 = {V0:.3f} V, same 2x2 pattern:")
print(f"  sneak current = {I_nl_sneak*uA:.5f} uA")
print(f"  sensor current = {I_nl*uA:.5f} uA")
print(f"  linear / nonlinear sneak current = {I_sneak/I_nl_sneak:.1f}")
print(f"  wrong reads among 16 patterns = {nl_wrong}")
print("PASS")
```

Printed output:

```
Read voltage V = 0.300 V
Low resistance R_L = 10.0 kOhm
High resistance R_H = 10000.0 kOhm
On-off ratio k = 1000
Isolated stored 1 current = 30.0000 uA
Isolated stored 0 current = 0.0300 uA
Geometric-mean threshold = 0.9487 uA
Arithmetic-midpoint threshold = 15.0150 uA
2x2 array, selected 0, three neighbours 1, floating lines:
  floating column voltage = 0.2000 V
  floating row voltage = 0.1000 V
  cell 22 voltage, row minus column = -0.1000 V
  sneak current = 10.0000 uA
  sensor current = 10.0300 uA
  sneak current / true 0 current = 333.33
  sensor current / geometric threshold = 10.573
Smallest misread margin (units V/R_L) = 0.08333
  found at k = 4.000
Wrong reads among 64 (geometric threshold) = 4
Scan of k at fixed R_L, 2x2 array:
  k = 10: 0-current 13.00000 uA, worst ratio 2.3846, same-neighbour ratio 3.0769
  k = 100: 0-current 10.30000 uA, worst ratio 2.9223, same-neighbour ratio 3.8835
  k = 1000: 0-current 10.03000 uA, worst ratio 2.9920, same-neighbour ratio 3.9880
  k = 1000000: 0-current 10.00003 uA, worst ratio 3.0000, same-neighbour ratio 4.0000
N x N array at k = 1000, worst-case currents:
  N = 2: largest 0 10.0300 uA, smallest 1 30.0100 uA
  N = 3: largest 0 24.0300 uA, smallest 1 30.0240 uA
  N = 4: largest 0 38.6014 uA, smallest 1 30.0386 uA
  N = 5: largest 0 53.3633 uA, smallest 1 30.0533 uA
Unselected lines grounded, same 2x2 pattern:
  sensor current = 0.0300 uA
  row driver current = 30.0300 uA
Nonlinear cells, V0 = 0.030 V, same 2x2 pattern:
  sneak current = 0.03813 uA
  sensor current = 0.06813 uA
  linear / nonlinear sneak current = 262.3
  wrong reads among 16 patterns = 0
PASS
```
